Average Permutation Sign of Harmonically Trapped Fermions in One Dimension

**Problem**

N identical spinless fermions move in one dimension in the potential mω²u²/2, where u is the position of a particle. They do not interact with each other. The system is in thermal equilibrium at inverse temperature β = 1/(k_B T), with N fixed.

In a path-integral simulation each particle follows a path in imaginary time, of duration βħ. Because the particles are identical, the paths need only close up to a permutation P: the path that starts at particle i may end at the starting point of particle P(i). For fermions such a configuration carries the factor sgn(P), which is +1 for an even and −1 for an odd permutation. A simulation can draw configurations with the weight they would have for bosons, and record sgn(P) as an observable. Its mean is the average sign, ⟨sgn⟩.

(a) Write the bosonic and fermionic partition functions Z_B and Z_F as sums over permutations. Show that the bosonic weight is never negative, and that ⟨sgn⟩ = Z_F/Z_B.

(b) Show that the weight of a permutation is a product over its cycles, and find the factor for a cycle of length k. Work out ⟨sgn⟩ for N = 2.

(c) Show that for every N and every temperature

⟨sgn⟩ = exp[−βħω N(N−1)/2].

(d) For N = 3 and βħω = 1, compute the weights of the different kinds of permutation and obtain the average sign from them.

(e) How many independent samples are needed to find ⟨sgn⟩ with a relative standard error of one percent, at βħω = 1 and N = 3, 5 and 10?

(f) Express ⟨sgn⟩ through free energies. Does the exponent remain proportional to β if the trap is replaced by a box with hard walls? What changes if imaginary time is cut into a finite number of slices?

**Solution**

Energies are measured in units of ħω and lengths in units of √(ħ/(mω)). The one-particle Hamiltonian is then

h = T + V,  T = p²/2,  V = u²/2,

with levels n + 1/2, n = 0, 1, 2, … Temperature enters through the pure number x = βħω, and we write q = e^(−x), so that 0 < q < 1. The N-particle Hamiltonian H is the sum of N copies of h, one for each particle.

**(a) From the trace to the average sign**

Start with the space of all N-particle states, without any symmetry. Let an operator P permute the particles,

P|u₁, …, u_N⟩ = |u_P(1), …, u_P(N)⟩,

and define

S± = (1/N!) Σ_P (±1)^P P,

where (+1)^P means 1 and (−1)^P means sgn(P). The upper sign is for bosons, the lower for fermions.

These operators are projectors. To see this, multiply S₋ by a permutation Q. The products QP run once through all permutations as P does, and signs multiply, so sgn(P) = sgn(Q) sgn(QP). Hence

Q S₋ = (1/N!) Σ_P sgn(P) QP = sgn(Q) S₋.

Every state produced by S₋ is therefore antisymmetric. Applying S₋ once more gives

S₋² = (1/N!) Σ_Q sgn(Q) Q S₋ = (1/N!) Σ_Q [sgn(Q)]² S₋ = S₋,

because the last sum has N! terms equal to S₋. The same lines without the signs show that S₊ projects on symmetric states.

H treats all particles alike, so it commutes with S±. The partition function is the trace over the allowed states only, which the projector selects:

Z± = Tr(e^(−xH) S±) = (1/N!) Σ_P (±1)^P ∫du₁…du_N ⟨u₁, …, u_N|e^(−xH)|u_P(1), …, u_P(N)⟩.

Here Z₊ = Z_B and Z₋ = Z_F. Without interaction, e^(−xH) is a product of one-particle operators. With the one-particle density matrix

ρ(u,u′) = ⟨u|e^(−xh)|u′⟩

this becomes

Z± = (1/N!) Σ_P (±1)^P W_P,  W_P = ∫du₁…du_N ∏_i ρ(u_i, u_P(i)).

To show that ρ is never negative, divide the imaginary time x into M slices of length τ = x/M and replace e^(−τh) by e^(−τV/2) e^(−τT) e^(−τV/2). Expanding the three exponentials gives

1 − τ(T+V) + (τ²/2)(T² + TV + VT + V²) + O(τ³),

which agrees with e^(−τh) through order τ². The error is of order τ³ per slice, hence of order τ² for all M = x/τ slices, and it vanishes as M → ∞. The kinetic factor follows from plane waves by completing the square in k:

⟨u|e^(−τT)|u′⟩ = ∫(dk/2π) e^(ik(u−u′) − τk²/2) = (2πτ)^(−1/2) exp[−(u−u′)²/(2τ)].

One slice therefore has the kernel

(2πτ)^(−1/2) exp[−(u−u′)²/(2τ) − τ(u²+u′²)/4],

which is positive. Joining slices means integrating products of positive functions over the intermediate positions. The result is positive for every M, so its limit ρ cannot be negative.

The intermediate positions are the path. A configuration consists of a permutation and N paths, and its bosonic weight is a product of positive slice kernels. Divided by its total, N! Z_B, this weight is a probability. Since the sign depends on P alone, the paths can be integrated out:

⟨sgn⟩ = Σ_P sgn(P) W_P / Σ_P W_P = N! Z_F/(N! Z_B) = Z_F/Z_B.

The average runs over all permutations, and the paths may cross freely. Both conditions matter. If the particles were impenetrable, paths on a line could not change their order, only the identity permutation would remain, and the average sign would be 1.

**(b) Cycles**

Every permutation splits into cycles. A cycle of length k, with its particles renumbered 1 to k, contributes

∫du₁…du_k ρ(u₁,u₂) ρ(u₂,u₃) … ρ(u_k,u₁).

By completeness of the position states, the integral over u₂ joins two factors into ⟨u₁|e^(−2xh)|u₃⟩. Repeating this leaves one closed path of k times the duration:

z_k = Tr e^(−kxh) = Σ_n q^(k(n+1/2)) = q^(k/2)/(1−q^k).

The last step sums a geometric series. Dividing numerator and denominator by q^(k/2) gives

z_k = 1/(q^(−k/2) − q^(k/2)) = 1/[2 sinh(kx/2)].

W_P is the product of z_k over the cycles of P. A cycle of length k can be built from k−1 exchanges of two particles, so its sign is (−1)^(k−1). With c cycles in total, sgn(P) = (−1)^(N−c).

For N = 2 there are two permutations: the identity, with weight z₁², and the exchange, with weight z₂ and sign −1. Thus

Z± = (z₁² ± z₂)/2.

Insert z₁² = q/(1−q)² and z₂ = q/[(1−q)(1+q)], and use the common denominator:

Z± = q[(1+q) ± (1−q)] / [2(1−q)²(1+q)].

The square bracket in the numerator is 2 for bosons and 2q for fermions. Everything else cancels in the ratio, so ⟨sgn⟩ = q = e^(−x) for two particles.

**(c) Any number of particles**

For larger N the cycle sum has many terms of both signs. The same traces are easier to compare in the energy basis.

Take a product state in which the particles occupy levels n₁, …, n_N. Projection with S₊ gives one symmetric state for each choice of occupied levels, whatever the order in which they are listed. Projection with S₋ gives zero if two levels coincide: exchanging the two particles leaves the product state unchanged, but must reverse the sign of its projection. If all levels differ, it gives one antisymmetric state, up to a sign. Each state is therefore counted once by an ordered list:

bosons: 0 ≤ m₁ ≤ m₂ ≤ … ≤ m_N,

fermions: 0 ≤ n₁ < n₂ < … < n_N.

Now assign to each bosonic list the list

n_j = m_j + (j−1),  j = 1, …, N.

Then n₁ = m₁ ≥ 0 and n_(j+1) − n_j = m_(j+1) − m_j + 1 ≥ 1, so this is an allowed fermionic list. Conversely, take any fermionic list and set m_j = n_j − (j−1). Then m₁ = n₁ ≥ 0 and m_(j+1) − m_j = n_(j+1) − n_j − 1 ≥ 0, so this is an allowed bosonic list. The two rules undo each other. Every bosonic state has exactly one fermionic partner, and none is left over.

The energies of partners are related by

Σ_j (n_j + 1/2) = Σ_j (m_j + 1/2) + Σ_j (j−1) = Σ_j (m_j + 1/2) + N(N−1)/2.

The shift is the same for all pairs of partners. Every Boltzmann factor in Z_F is thus the partner's factor in Z_B multiplied by q^(N(N−1)/2). This common factor can be taken out of the sum:

Z_F = q^(N(N−1)/2) Z_B.

With the result of (a) and q = e^(−βħω),

**⟨sgn⟩ = Z_F/Z_B = exp[−βħω N(N−1)/2].**

For N = 1 this gives 1, as it must, and for N = 2 it gives the result of (b).

The limit of high temperature, x → 0 at fixed N, can be checked from the cycles. There z_k ≈ 1/(kx), so a single exchange has the weight z₂/z₁² ≈ x/2 relative to the identity. There are N(N−1)/2 such exchanges, and all other permutations are of higher order in x. The probability of an odd permutation is then about xN(N−1)/4. Each odd permutation lowers the mean by 2 compared with an even one, so

⟨sgn⟩ ≈ 1 − xN(N−1)/2,

which is the start of the expansion of the exponential. At high temperature the paths are short compared with the thermal size of the cloud, so any given pair is seldom exchanged. Exchanges in the whole system are rare only when xN(N−1)/4 is small: for N = 10 and x = 0.1 the identity occurs in only 12 percent of the samples. At low temperature even and odd permutations have nearly equal total weight, and the average sign is small.

**(d) Three particles at βħω = 1**

From z_k = 1/[2 sinh(k/2)],

z₁ = 0.959517, z₂ = 0.425459, z₃ = 0.234821.

The 3! = 6 permutations fall into three kinds:

- the identity, three cycles, sign +1: z₁³ = 0.883402
- three exchanges, two cycles each, sign −1: 3z₁z₂ = 1.224706
- two three-cycles, one cycle each, sign +1: 2z₃ = 0.469642

The sums, formed before rounding, are

Σ_P W_P = z₁³ + 3z₁z₂ + 2z₃ = 2.577751,

Σ_P sgn(P) W_P = z₁³ − 3z₁z₂ + 2z₃ = 0.128339.

Their ratio is

⟨sgn⟩ = 0.128339/2.577751 = 0.049787,

and the formula gives e^(−3) = 0.049787. Dividing the sums by 3! gives Z_B = 0.429625 and Z_F = 0.021390.

In terms of probabilities, the identity occurs in 34.3 percent of the samples, an exchange in 47.5 percent and a three-cycle in 18.2 percent. The even permutations outweigh the odd ones by only about 5 percentage points, and this small difference is the average sign.

**(e) The number of samples**

Write s = ⟨sgn⟩. Since sgn² = 1 for every sample, the variance of a single sample is

⟨sgn²⟩ − ⟨sgn⟩² = 1 − s².

The mean of K independent samples has variance (1−s²)/K. Its standard error relative to s is

ε = √[(1−s²)/K] / s.

Squaring and solving for K gives

K = (1−s²)/(s²ε²) = (s^(−2) − 1)/ε².

For N = 3 and βħω = 1, s^(−2) = e⁶ ≈ 403.4, and with ε = 0.01

K ≈ 402.4/10^(−4) ≈ 4.02 × 10⁶.

The other cases follow in the same way:

- N = 5: s = 4.54 × 10^(−5), K ≈ 4.85 × 10¹²
- N = 10: s = 2.86 × 10^(−20), K ≈ 1.22 × 10⁴³

When s is small, K ≈ exp[βħω N(N−1)]/ε². At fixed trap frequency and temperature, the exponent grows with the square of the particle number.

With only 1000 samples for N = 3, the predicted relative error is 0.634: the uncertainty is more than half of the quantity sought. The spread of 2000 random runs of 1000 permutations each gave 0.641; such an estimate itself scatters by about 0.01, so the two values agree.

The average sign also enters other fermionic averages. For a quantity A that depends on the positions, the fermionic mean is the sum of A with signed weights, divided by the sum of the signed weights. Dividing both sums by the total bosonic weight gives

⟨A⟩_F = ⟨A sgn⟩/⟨sgn⟩,

with bosonic averages on the right. With K samples the estimate Σ A sgn / Σ sgn differs from ⟨A⟩_F by Σ (A − ⟨A⟩_F) sgn / Σ sgn. Each term in the numerator has mean ⟨A sgn⟩ − ⟨A⟩_F s = 0 and mean square ⟨(A − ⟨A⟩_F)²⟩, and for large K the denominator is close to Ks. The standard error of the estimate is then about √[⟨(A − ⟨A⟩_F)²⟩/K] / s. It carries the same factor 1/s as ε. The number of samples needed for a standard error δ is about ⟨(A − ⟨A⟩_F)²⟩/(s²δ²). The mean square in the numerator also changes with N and temperature, but for an A such as Σu_i² it changes far more slowly than s^(−2) once s is small, and the factor s^(−2) then sets the cost. This is the sign problem. Here it is a property of the sampling method, not of the physical system, whose partition function was related exactly to the bosonic one in (c), without any sampling.

**(f) Free energies, the box and finite slices**

With F = −(1/β) ln Z for each kind of particle,

⟨sgn⟩ = Z_F/Z_B = exp[−β(F_F − F_B)].

This form does not depend on the shape of the trap. For the harmonic trap, (c) gives

F_F − F_B = ħω N(N−1)/2

at every temperature. This is also the difference of the ground-state energies: bosons all occupy the lowest level, while fermions fill the lowest N levels one by one. Since the mean energy is E = −∂ln Z/∂β, the mean energies differ by the same constant, and the two systems have the same heat capacity.

The argument in (c) relied on equal level spacing. Raising a particle by j−1 levels costs the same energy wherever it starts. In a box with hard walls the levels are E₁n², n = 1, 2, 3, …, and the cost depends on the starting level. For two particles the cycle formula still holds,

⟨sgn⟩ = (z₁² − z₂)/(z₁² + z₂),  now with z_k = Σ_n exp(−kβE₁n²).

The ground-state energies differ by (1+4)E₁ − (1+1)E₁ = 3E₁. The free-energy difference −ln⟨sgn⟩/β is

- 5.74 E₁ at βE₁ = 0.1
- 3.04 E₁ at βE₁ = 1
- 3.00 E₁ at βE₁ = 3

The exponent is therefore not proportional to β in the box. It approaches 3βE₁ at low temperature, where the ground states dominate both partition functions.

Finally, the value x = βħω in the exponent of (c) belongs to the exact density matrix, that is, to the limit M → ∞. With the slice kernel of (a) and finite M, the computed sign for N = 3 and βħω = 1 is as follows; errors are relative to e^(−3).

- M = 2: 0.05132, error 3.1 percent
- M = 4: 0.05017, error 0.78 percent
- M = 8: 0.04988, error 0.20 percent
- M = 16: 0.04981, error 0.05 percent

In these cases the sign is slightly too large. Each doubling of M reduces the error by a factor of about four, as expected from the total error of order τ² found in (a). For the harmonic trap the change can be given in closed form. A cycle of length k is a ring of L = kM positions joined by slice kernels, and its Gaussian integral is the product over j = 0, …, L−1 of [2 + τ² − 2cos(2πj/L)]^(−1/2). Define w by cosh w = 1 + τ²/2, that is, w = 2 arsinh(τ/2). The identity ∏_j [2cosh w − 2cos(2πj/L)] = 4 sinh²(Lw/2) then gives z_k = 1/[2 sinh(kMw/2)], which is the z_k of (b) with x replaced by Mw. Since Z± depend only on the z_k,

⟨sgn⟩ = exp[−2M arsinh(x/(2M)) N(N−1)/2].

Because arsinh y < y for y > 0, the sign at finite M is too large for every N ≥ 2. With 2M arsinh(x/(2M)) ≈ x − x³/(24M²), the relative error is about N(N−1)x³/(48M²) when it is small, which is 3.1 percent for N = 3, x = 1, M = 2. The numerical check also compares the formula with path integrals of many slices for N = 2, 3 and 4 at three temperatures.

Calculated quantities

```
Average sign: path integral on a grid | formula (dimensionless)
  x = 0.5, N = 2: 6.065309e-01 | 6.065307e-01
  x = 0.5, N = 3: 2.231304e-01 | 2.231302e-01
  x = 0.5, N = 4: 4.978716e-02 | 4.978707e-02
  x = 1.0, N = 2: 3.678797e-01 | 3.678794e-01
  x = 1.0, N = 3: 4.978716e-02 | 4.978707e-02
  x = 1.0, N = 4: 2.478762e-03 | 2.478752e-03
  x = 2.0, N = 2: 1.353355e-01 | 1.353353e-01
  x = 2.0, N = 3: 2.478762e-03 | 2.478752e-03
  x = 2.0, N = 4: 6.144259e-06 | 6.144212e-06
Direct coordinate integral, N = 3, x = 1: sign = 0.049787
N = 3, number of states at excitation 0..6 hbar*omega:
  bosons   [1, 1, 2, 3, 4, 5, 7]
  fermions [1, 1, 2, 3, 4, 5, 7]
Worked example N = 3, x = 1 (all dimensionless)
  z_1, z_2, z_3 = 0.959517, 0.425459, 0.234821
  identity: weight 0.883402, probability 0.342703
  three exchanges: weight 1.224706, probability 0.475106
  two three-cycles: weight 0.469642, probability 0.182191
  unsigned sum = 2.577751, signed sum = 0.128339
  Z_B = 0.429625, Z_F = 0.021390
  Z_F/Z_B = 0.049787, exp(-3) = 0.049787
Relative error of the sign, 1000 samples, N = 3, x = 1:
  observed 0.641, predicted 0.634
Samples for 1 percent relative error of the sign, x = 1:
  N = 3: sign = 4.9787e-02, samples = 4.024e+06
  N = 5: sign = 4.5400e-05, samples = 4.852e+12
  N = 10: sign = 2.8625e-20, samples = 1.220e+43
Primitive path integral, N = 3, x = 1: slices, sign, relative error
   2  0.051324  3.087e-02
   4  0.050175  7.788e-03
   8  0.049884  1.952e-03
  16  0.049811  4.882e-04
Two particles in a box, energies in units of its lowest level E1:
  ground-state difference = 3 E1 (levels 1+4 minus 1+1)
  beta*E1 = 0.1: -ln(sign)/beta = 5.7424 E1
  beta*E1 = 1.0: -ln(sign)/beta = 3.0442 E1
  beta*E1 = 3.0: -ln(sign)/beta = 3.0000 E1
```
